# How Ethylmethylamide Conformers Can Lower a Precursor's Melting Point

**Q.** I am comparing two precursors of the same metal, M(NMe₂)₄ and M(NEtMe)₄. The second has the heavier ligand, so I would expect stronger attraction between molecules and a higher melting point. How could it melt lower?

**A.** A melting point compares two phases. Stronger attraction stabilizes the liquid as well as the crystal, so molecular mass alone does not settle the matter. At the melting temperature the chemical potentials are equal, which means that the enthalpy cost of melting is balanced by temperature times the entropy gained.

For the dimethylamide, let \(H_0\) and \(S_0\) be the molar enthalpy and entropy of fusion, both taken as independent of temperature. The chemical potential of the liquid minus that of the crystal is \(H_0-TS_0\). Setting it to zero gives

\[
T_0=\frac{H_0}{S_0}.
\]

If the ethylmethylamide has the same enthalpy cost but gains more entropy, the balance is reached at a lower temperature. The extra entropy can come from molecular shapes that are present in the liquid and frozen out in the crystal.

**Q.** Dimethylamide has rotating groups too. Why does it not gain the same entropy?

**A.** The motions that match those of the ethylmethylamide lead back to the same structure. Turning a methyl group by 120° permutes identical hydrogen atoms. Turning the whole NMe₂ group by 180° about the M–N bond exchanges two identical methyl groups. Neither motion produces a new conformer. Twists about M–N by other angles do give different structures; I assume that the framework keeps one twist, or that any such freedom is the same in both compounds and is already part of \(S_0\).

In NEtMe two choices become distinguishable. I take the amide nitrogen to be planar:

- The terminal carbon of the ethyl group can lie on either face of the ligand plane.
- The ethyl and methyl groups can exchange places by a half-turn about M–N.

This gives four states per ligand. I assume a D₂d framework in which each ligand plane lies in a mirror plane, so that the two faces have equal energy for independent ligands. The exchanged position is not equivalent to the original one, and I give it an extra energy \(g\). Each ligand then has two states at energy 0 and two at energy \(g\).

**Q.** How does that enter the melting condition?

**A.** Suppose the crystal holds every molecule in one arrangement, with no ligand exchanged and with the four ligands carried into one another by the rotations of the framework, so that the molecule keeps the rotational symmetry of the dimethylamide. Measure the energy \(E\) of every other arrangement from that one. I also assume that all conformational wells have the same vibrational factor, so that their weights differ through \(E\) alone. The conformational sum for the liquid is

\[
Z(T)=\sum_{\text{arrangements}}e^{-E/RT}.
\]

It lowers the liquid's chemical potential by \(RT\ln Z\). If \(H_0\) and \(S_0\) now describe melting into a liquid restricted to the crystal's arrangement, and have the same values as for the dimethylamide, the difference between liquid and crystal is

\[
D(T)=H_0-TS_0-RT\ln Z(T).
\]

At the new melting temperature \(T_m\), \(D=0\). Moving the two terms proportional to temperature to the other side and dividing gives

\[
T_m=\frac{H_0}{S_0+R\ln Z(T_m)}.
\]

The crystal's own arrangement contributes 1 to \(Z\), and every other arrangement adds a positive term. Hence \(Z>1\), the denominator exceeds \(S_0\), and \(T_m<T_0\). Using \(H_0=T_0S_0\), the lowering is

\[
T_0-T_m=T_0\left(1-\frac{S_0}{S_0+R\ln Z}\right)
=T_0\,\frac{R\ln Z}{S_0+R\ln Z},
\]

with \(Z\) evaluated at \(T_m\).

For four independent ligands the sum factorizes:

\[
Z=\left[2\left(1+e^{-g/RT}\right)\right]^4 .
\]

**Q.** Many of those arrangements are the same molecule turned around. Have you counted them too often?

**A.** No, provided that rotational symmetry is treated consistently. The four ligand sites are permuted by four proper rotations of the framework, counting the identity. A conformer with rotational symmetry number \(\sigma_i\) is left unchanged by \(\sigma_i\) of them, so it appears as \(4/\sigma_i\) labelled arrangements, all with energy \(E_i\). Therefore

\[
Z=\sum_i\frac{4}{\sigma_i}e^{-E_i/RT},
\qquad
\sum_i\frac{e^{-E_i/RT}}{\sigma_i}=\frac Z4 .
\]

The second sum is the physical one, because the number of distinguishable orientations of a tumbling molecule is proportional to \(1/\sigma_i\).

The dimethylamide framework has symmetry number 4. Its fusion entropy is therefore \(S_0=S'-R\ln4\), where \(S'\) is the value without the symmetry correction. For the ethylmethylamide,

\[
\begin{aligned}
D&=H_0-TS'-RT\ln(Z/4)\\
 &=H_0-T(S'-R\ln4)-RT\ln Z\\
 &=H_0-TS_0-RT\ln Z .
\end{aligned}
\]

The factor 4 is already inside \(S_0\). With four states on each of four ligands there are \(4^4=256\) labelled arrangements. Enumeration groups them into 76 rotationally distinct conformers, with mirror images counted separately. Using \(\ln 76\) for equal energies would be wrong, because those conformers do not all have the same orientational weight.

**Q.** Since \(Z\) depends on temperature, could the equation have several solutions?

**A.** Not in this model. Differentiating the Boltzmann factors gives

\[
\frac{d\ln Z}{dT}
=\frac1Z\sum\frac{E}{RT^2}e^{-E/RT}
=\frac{\langle E\rangle}{RT^2}.
\]

The product rule then gives

\[
\frac{d}{dT}(RT\ln Z)=R\ln Z+\frac{\langle E\rangle}{T}.
\]

This is the conformational entropy. To see that, write the probability of an arrangement as \(p=e^{-E/RT}/Z\), so that \(-\ln p=E/RT+\ln Z\). Averaging gives

\[
S_{\rm conf}=-R\sum p\ln p
=R\ln Z+\frac{\langle E\rangle}{T}\ge0 .
\]

Thus \(dD/dT=-(S_0+S_{\rm conf})<0\). As \(T\) approaches zero, \(D\) approaches \(H_0>0\), because the crystal's arrangement is among those of lowest energy. At \(T_0\), \(D=-RT_0\ln Z(T_0)<0\). A continuously falling function with these signs crosses zero once, below \(T_0\).

**Q.** What size of effect does this give?

**A.** Take round model parameters for an unnamed metal: \(H_0=15\) kJ/mol, \(T_0=300\) K and \(g=5\) kJ/mol. Then

\[
S_0=\frac{15000}{300}=50\ \text{J/(mol K)}.
\]

Solving the melting equation numerically by bracketing its root gives \(T_m=200.9\) K, or about −72 °C. At that temperature \(RT=1.670\) kJ/mol, and the arithmetic closes as follows:

\[
e^{-g/RT}=e^{-5/1.670}=0.0501,
\]

\[
Z=[2(1.0501)]^4=19.46,\qquad
R\ln Z=24.7\ \text{J/(mol K)},
\]

\[
T_m=\frac{15000}{50+24.7}\approx201\ \text{K}.
\]

The lowering is about 99 K. That is the response of an idealized model with independent ligands, not a prediction for a particular precursor. The model also treats both compounds as monomers in crystal and liquid; if one of them associates through bridging amides in its crystal, the two do not share \(H_0\) and \(S_0\).

**Q.** Which of the two motions matters more here?

**A.** In the framework assumed here, the choice of face, because symmetry gives the two faces equal energy while exchange costs \(g\). Each low-energy state has a population of 47.6%, while each exchanged state has 2.4%. If \(g\) is made very large, the exchanged states disappear and \(Z\) becomes \(2^4=16\). The melting point is then

\[
T_m=\frac{H_0}{S_0+4R\ln2}=205.3\ \text{K}.
\]

The faces alone therefore produce almost the whole lowering, and exchange at \(g=5\) kJ/mol takes off only about another 4 K. This ranking depends on the framework. In the other D₂d arrangement, with each ligand plane perpendicular to the mirror plane through its nitrogen, exchange costs nothing and the two faces differ in energy. \(Z\) keeps the same form, and the two motions trade roles.

In the opposite limit, \(g=0\), all four states are equally accessible, \(Z=256\), and

\[
T_m=\frac{H_0}{S_0+4R\ln4}=156.1\ \text{K}.
\]

At \(g=2\) kJ/mol the result is 185.0 K. A conformer has to be thermally accessible near the melting point to contribute much; its existence on paper is not enough.

**Q.** If I measure the fusion enthalpy by calorimetry, is that the quantity you held fixed?

**A.** Not for the ethylmethylamide. Calorimetry includes the energy needed to populate the higher conformers, so it measures \(H_0+\langle E\rangle\). For independent ligands, with \(x=e^{-g/RT}\), the probability of exchange is \(x/(1+x)\). At the melting point,

\[
\langle E\rangle=4g\frac{x}{1+x}
=4(5)\frac{0.0501}{1.0501}
=0.95\ \text{kJ/mol}.
\]

The total fusion enthalpy is therefore 15.95 kJ/mol. The full conformational entropy is \(24.68+4.75=29.43\) J/(mol K), where the second term is \(\langle E\rangle/T_m\). The total fusion entropy is 79.43 J/(mol K), and the ratio of the totals returns the same melting point:

\[
\frac{15954}{79.43}\approx200.9\ \text{K}.
\]

This agreement follows from \(D(T_m)=0\), which can be written as \(H_0+\langle E\rangle=T_m(S_0+S_{\rm conf})\).

If you kept 15 kJ/mol in the numerator but used the full \(S_{\rm conf}\) in the denominator, and solved again with \(S_{\rm conf}\) evaluated at the new temperature, you would get 190.5 K, about 10 K too low for the model stated here. That calculation answers a different question, in which the total fusion enthalpies of the two compounds are equal and \(H_0\) of the ethylmethylamide is correspondingly smaller.

**Q.** Four amide ligands around one metal are crowded. Can they really choose their faces independently?

**A.** They may not, and correlation can remove much of the effect. As a simple model, add an energy \(w=2\) kJ/mol for every pair of ligands on unlike faces. Face labels are carried from one ligand to the next by the molecular rotations, and the crystal has all four labels alike.

There are 2 arrangements with all faces alike, 8 with a three-to-one division and 6 with a two-to-two division. They contain 0, 3 and 4 unlike pairs. With \(a=e^{-w/RT}\),

\[
Z=(2+8a^3+6a^4)\left(1+e^{-g/RT}\right)^4 .
\]

The numerical root is now 247.5 K, where \(Z=3.58\). The lowering has fallen from 99 K to about 53 K. The number of conceivable conformers is still 76; their accessibility has changed.

**Q.** What if the ethyl groups are already disordered in my crystal?

**A.** Then the crystal has part of the same entropy, and melting cannot supply it again. If the crystal has its own conformational sum \(Z_{\rm c}\), its chemical potential falls by \(RT\ln Z_{\rm c}\). Subtracting it from that of the liquid gives

\[
T_m=\frac{H_0}{S_0+R\ln(Z/Z_{\rm c})}.
\]

Suppose all 16 face arrangements are equally available in the crystal, while exchange remains frozen. For independent ligands in the liquid, \(Z/16=(1+e^{-g/RT})^4\), and the melting point rises to 279.5 K. What lowers the melting point is the conformational freedom gained on melting, not flexibility as such.

**Q.** Could ethylmethylamide still raise the melting point?

**A.** Yes. Holding \(H_0\) fixed is an assumption about packing, and a real substitution can change it. Let the reference enthalpy increase by \(\Delta H\) while \(S_0\) stays the same. The melting point returns to \(T_0\) when

\[
H_0+\Delta H-T_0S_0-RT_0\ln Z(T_0)=0 .
\]

Since \(H_0=T_0S_0\),

\[
\Delta H=RT_0\ln Z(T_0)=8.2\ \text{kJ/mol}
\]

for the independent-ligand example. A larger increase makes the ethylmethylamide melt above the dimethylamide. With crowded ligands \(Z\) is smaller, so a smaller increase is enough. Conversely, if the less regular ligand packs poorly and \(H_0\) falls, the melting point drops further for a reason separate from conformational entropy.

**Q.** What should I look for in the calorimetry?

**A.** Compare both fusion quantities. In the independent-ligand example, the fusion entropy rises from 50 to about 79 J/(mol K), while the fusion enthalpy rises only from 15 to about 16 kJ/mol. A lower melting point caused purely by weaker packing, at unchanged fusion entropy, would instead show a reduced fusion enthalpy.

This contrast relies on \(H_0\) and \(S_0\) being independent of temperature. In a real compound the liquid usually has a larger heat capacity than the crystal, even apart from its conformers, so both quantities shrink as the melting point falls. Suppose that excess is 50 J/(mol K) and that \(H_0\) and \(S_0\) keep their values at 300 K. The independent-ligand example then melts at 184.5 K, with a total fusion enthalpy of about 10 kJ/mol and a total fusion entropy of about 54 J/(mol K). Taken at face value, those numbers would suggest weaker packing. Before comparing the two compounds, use the heat capacities of liquid and crystal to bring their fusion quantities to a common temperature.

A larger fusion entropy at that common temperature supports the conformer explanation but does not prove it, because \(S_0\) may also change with the ligand. Evidence that the crystal is ordered and the liquid contains several conformers would strengthen the case. The measurement must also be of equilibrium melting: a liquid that supercools or forms a glass can remain uncrystallized below \(T_m\), and its failure to freeze does not locate the melting point.
